# The Hagen–Rubens law for the reflectivity of a good conductor

## What dimensions fix

A plane wave of angular frequency $\omega$ falls from vacuum, at normal incidence, on a flat conductor so thick that nothing leaves through its back. The reflectivity $R$ is the reflected fraction of the power, and $1-R$ is the absorbed fraction.

Suppose that the field varies so slowly that the conductor responds through its dc conductivity $\sigma$ alone, and that the displacement current inside it is negligible. The interior is then described by $\mu_0$, $\sigma$ and $\omega$. What the incoming wave meets at the surface is the ratio of electric to magnetic field, $Z_s=E/H$, measured in ohms. Write $Z_s\propto\mu_0^a\sigma^b\omega^g$, with $\mu_0$ in Ω s/m, $\sigma$ in Ω⁻¹m⁻¹ and $\omega$ in s⁻¹. The powers of ohm, metre and second require

$$a-b=1,\qquad -a-b=0,\qquad a-g=0,$$

so $a=g=\tfrac12$, $b=-\tfrac12$, and $Z_s\propto\sqrt{\mu_0\omega/\sigma}$.

A good conductor nearly reverses the incident electric field and doubles the magnetic field at its surface. With $H$ thus fixed, the absorbed power is proportional to $\mathrm{Re}\,Z_s$. Dividing by the incident power, which contains $Z_0=\sqrt{\mu_0/\epsilon_0}$, gives

$$1-R\;\propto\;\frac{1}{Z_0}\sqrt{\frac{\mu_0\omega}{\sigma}}=\sqrt{\frac{\epsilon_0\omega}{\sigma}} .$$

The square root is settled; the factor is not. Both derivations below give $2\sqrt2$:

$$1-R\simeq A,\qquad A\equiv 2\sqrt{\frac{2\epsilon_0\omega}{\sigma}} .$$

## First derivation: the refractive index

SI units and the time factor $e^{-i\omega t}$ are used. The conductor is uniform, isotropic and nonmagnetic, with a local current $J=\sigma(\omega)E$ and a real lattice permittivity $\epsilon_b$.

**Conductivity.** Carriers of charge $-e$, mass $m$ and density $n_e$, slowed at the rate $1/\tau$, obey $m\dot v=-eE-mv/\tau$. With $\dot v=-i\omega v$ this gives $v=-(e\tau/m)E/(1-i\omega\tau)$. Since $J=-n_e e v$,

$$\sigma(\omega)=\frac{\sigma}{1-i\omega\tau},\qquad \sigma=n_e e\mu,\qquad \mu=\frac{e\tau}{m}.$$

**Index.** Let the wave travel along $z$, with $E$ along $x$ and $H$ along $y$. Maxwell's equations are

$$E'=i\omega\mu_0H,\qquad -H'=\left[\sigma(\omega)-i\omega\epsilon_0\epsilon_b\right]E=-i\omega\epsilon_0N^2E,$$

where the prime means $d/dz$ and

$$N^2=\epsilon_b+\frac{i\sigma(\omega)}{\epsilon_0\omega}.$$

Differentiating the first equation and inserting the second gives $E''=-(\omega/c)^2N^2E$. The solution that decays inward is $E\propto e^{iN\omega z/c}$, with $N=n+ik$ and $n,k>0$. The first equation then gives $H=NE/Z_0$.

**Interface.** Let the incident, reflected and transmitted electric amplitudes be $1$, $r$ and $t$. The reflected wave travels backwards, so its magnetic field has the opposite sign. Continuity of $E$ and $H$ requires $1+r=t$ and $1-r=Nt$. Hence $r=(1-N)/(1+N)$, and

$$1-R=\frac{|1+N|^2-|1-N|^2}{|1+N|^2}=\frac{4n}{(n+1)^2+k^2}. \qquad (1)$$

No low-frequency approximation has been made so far.

**Limit.** Define $s=\sigma/(\epsilon_0\omega)$. Two conditions are now needed: $\omega\tau\ll1$, which replaces $\sigma(\omega)$ by $\sigma$, and $s\gg1,\epsilon_b$, which makes the material a good conductor at this frequency. Then $N^2\simeq is$. Since $\sqrt i=(1+i)/\sqrt2$,

$$n\simeq k\simeq\sqrt{s/2},\qquad |N|^2\simeq s .$$

The denominator of (1) is $|N|^2+2n+1\simeq s$, so

$$1-R\simeq\frac{4\sqrt{s/2}}{s}=2\sqrt{\frac2s}=2\sqrt{\frac{2\epsilon_0\omega}{\sigma}} .$$

**Corrections.** For a fixed material, expand in small $\omega$. Let $\tau_M=\epsilon_b\epsilon_0/\sigma$, so that $\epsilon_b/s=\omega\tau_M$, and let $x=\omega(\tau-\tau_M)$. Then

$$N^2=is\left[\frac1{1-i\omega\tau}-i\omega\tau_M\right]=is\left[1+ix+O(\omega^2)\right].$$

The square root is $N=\sqrt{s/2}\,(1+i)(1+ix/2)$ to this order. Its real part is $n=\sqrt{s/2}\,(1-x/2)$, while $|N|^2=s[1+O(\omega^2)]$. With $A=2\sqrt{2/s}$ we have $2n/|N|^2=(A/2)(1-x/2)$ and $1/|N|^2=1/s=A^2/8$. Dividing numerator and denominator of (1) by $|N|^2$,

$$\frac{1-R}{A}=\frac{1-x/2}{1+A/2+A^2/8}+O(\omega^{3/2}).$$

The inverse of the denominator is $1-A/2-A^2/8+(A/2)^2=1-A/2+A^2/8$ to second order in $A$. Therefore

$$\frac{1-R}{A}=1-\frac A2+\frac{A^2}8-\frac{\omega(\tau-\tau_M)}2+O(\omega^{3/2}). \qquad (2)$$

Since $A\propto\sqrt\omega$, the term $-A/2$ dominates the corrections at sufficiently low frequency, and it does not depend on $\tau$ at fixed $\sigma$.

The limit itself needs only that $\sigma(\omega)$ tend to a finite, nonzero dc value $\sigma$. If the approach is smooth, $\sigma(\omega)=\sigma(1+i\omega\tau_1+\dots)$, then $\tau_1$ replaces $\tau$ in (2). An example is the Drude–Smith form, used for carriers that tend to scatter backwards:

$$\frac{\sigma(\omega)}{\sigma}=\frac{1}{1+b}\,\frac1{1-i\omega\tau}\left[1+\frac b{1-i\omega\tau}\right],\qquad -1<b\le0 .$$

To first order the right side is $[1+b+i\omega\tau(1+2b)]/(1+b)$, so $\tau_1=\tau(1+2b)/(1+b)$. For $b<-\tfrac12$ this is negative, and the correction $-\omega(\tau_1-\tau_M)/2$ is then positive. The remainder in (2) was tested in high precision between 10 kHz and 1 MHz, with the material parameters of the example below. For $b=0$ and for $b=-0.75$ it grows by a factor of 1000, within 5%, as $\omega^{3/2}$ requires.

## Second derivation: the heat of the surface current

This route uses neither the refractive index nor formula (1). It finds the current in the conductor and adds up its heat.

**Field in the conductor.** Take $J=\sigma E$ and drop the displacement current. Maxwell's equations become $E'=i\omega\mu_0H$ and $-H'=\sigma E$, so

$$H''=-i\omega\mu_0\sigma H=-\frac{2i}{\delta^2}H,\qquad \delta=\sqrt{\frac{2}{\mu_0\sigma\omega}} .$$

This is a diffusion equation at fixed frequency. Because $(1-i)^2=-2i$, the decaying solution is $H=H_s\,e^{-(1-i)z/\delta}$. The amplitude falls by a factor $e$ over the skin depth $\delta$.

**Field at the surface.** Let the incident magnetic amplitude be $H_0$. In the limit of perfect reflection the electric field vanishes at the surface, $r=-1$, and $H_s=(1-r)H_0=2H_0$. This value suffices for the leading loss.

**Heat.** The current density is $J=-H'=(1-i)(2H_0/\delta)e^{-(1-i)z/\delta}$. Since $|1-i|^2=2$, $|J|^2=(8H_0^2/\delta^2)e^{-2z/\delta}$. The time-averaged heat per unit area is

$$P=\frac1{2\sigma}\int_0^\infty|J|^2dz=\frac1{2\sigma}\,\frac{8H_0^2}{\delta^2}\,\frac\delta2=\frac{2H_0^2}{\sigma\delta}.$$

The incident power per unit area is $\tfrac12Z_0H_0^2$. The definition of $\delta$ gives $1/(\sigma\delta)=\mu_0\omega\delta/2$, and $\mu_0/Z_0=1/c$. Therefore

$$1-R\simeq\frac{4}{Z_0\sigma\delta}=\frac{2\omega\delta}{c}=2\sqrt{\frac{2\omega}{\mu_0\sigma c^2}}=2\sqrt{\frac{2\epsilon_0\omega}{\sigma}} .$$

The last step uses $1/(\mu_0c^2)=\epsilon_0$. The loss is thus $4\pi$ times the ratio of skin depth to vacuum wavelength. Better conduction lowers it because the magnetic field fixes the total surface current, while the resistance per square, $1/(\sigma\delta)$, falls as $\sigma^{-1/2}$.

**Origin of the first correction.** The surface electric field is small but not zero. From $E=J/\sigma$,

$$\zeta\equiv\frac{E_s}{Z_0H_s}=\frac{1-i}{Z_0\sigma\delta}=(1-i)\frac A4 .$$

Continuity gives $(1+r)H_0=\zeta H_s$ and $(1-r)H_0=H_s$. Their sum is $2H_0=(1+\zeta)H_s$, so the heat is multiplied by $|1+\zeta|^{-2}\simeq1-2\,\mathrm{Re}\,\zeta=1-A/2$. This is the first correction in (2): the surface magnetic field is slightly less than doubled.

## What each derivation assumes

Both require a flat, uniform, nonmagnetic conductor and a local current law, which for $\omega\tau\ll1$ means a mean free path much shorter than $\delta$. Both also require a sample at least a few times thicker than the penetration depth of the field.

The first derivation keeps the full $\sigma(\omega)$ and $\epsilon_b$ until its last step. Formula (1) therefore remains valid within the local model when either low-frequency condition fails. The second assumes from the start that carrier inertia and displacement current are negligible, so it cannot give the term in $\tau-\tau_M$. In return it shows where the power goes, and it extends readily to a film.

**Fast oscillation.** Let $1\ll\omega\tau\ll\omega_p\tau/\sqrt{\epsilon_b}$, with $\omega_p^2=\sigma/(\epsilon_0\tau)$ and $\epsilon_b\ge1$. Then $s=\omega_p^2\tau/\omega$, and expansion of $1/(1-i\omega\tau)$ in $1/(\omega\tau)$ gives

$$N^2\simeq-\frac{\omega_p^2}{\omega^2}\left(1-\frac i{\omega\tau}\right),\qquad N\simeq\frac{i\omega_p}\omega+\frac{\omega_p}{2\omega^2\tau}.$$

Hence $1-R\simeq4n/|N|^2=2/(\omega_p\tau)$, independent of frequency, while $A$ keeps growing. For $\omega_p\tau=10^4$, $\omega\tau=50$ and $\epsilon_b=1$, formula (1) gives $2.0\times10^{-4}$ and the law $2.0\times10^{-3}$. These numbers illustrate the local model only. In a metal with a Fermi velocity of $1.4\times10^6$ m/s, the mean free path would be about 47 times the penetration depth $c/\omega_p$, and the distance $v_F/\omega$ covered in one radian of the oscillation about 0.93 times that depth. The local current law would then fail, and the loss would be several times larger, by an amount that depends on how the surface scatters the electrons.

**Poor conductor.** Slow oscillation does not suffice either. With $\sigma=0.1$ S/cm at 1 THz, and $\tau$ and $\epsilon_b$ as in the example below, $\omega\tau$ is only 0.05. Yet the law gives an impossible loss of 6.67, whereas (1) gives 0.75.

## Films thinner than the skin depth

Consider a film of thickness $d$ on a thick, lossless substrate of index $n_s$. Keep the conditions $\omega\tau\ll1$ and $s\gg1,\epsilon_b$, so that the current $\sigma E$ outweighs the displacement current in the film. If $d\ll\delta$, the electric field is nearly uniform across it, and the magnetic field drops by $\sigma dE$. Continuity then gives

$$\frac{1-r}{1+r}=n_s+y,\qquad r=\frac{1-n_s-y}{1+n_s+y},\qquad y=Z_0\sigma d. \qquad (3)$$

The sheet conductance now governs the reflection, not the skin depth.

For a thicker film with $y\gg n_s$, the substrate carries little magnetic field, and $H(d)\simeq0$. With $\kappa=(1-i)/\delta$, the diffusion equation gives $H=H_s\sinh[\kappa(d-z)]/\sinh(\kappa d)$. From $E=-H'/\sigma$, the surface impedance is $(\kappa/\sigma)\coth(\kappa d)$, which is $\coth(\kappa d)$ times the bulk value. If it is still small compared with $Z_0$, the loss is proportional to its real part. With $u=d/\delta$ and

$$\coth[(1-i)u]=\frac{\sinh2u+i\sin2u}{\cosh2u-\cos2u},$$

the loss relative to bulk is

$$\frac{(1-R)_{\rm film}}{(1-R)_{\rm bulk}}\simeq\mathrm{Re}\{(1-i)\coth[(1-i)u]\}=\frac{\sinh2u+\sin2u}{\cosh2u-\cos2u}.$$

Its derivative is proportional to $-\sinh2u\,\sin2u$, so the first minimum lies at $u=\pi/2$, where the ratio is $\tanh(\pi/2)=0.917$. In this approximation a film with $1.14<u<2.75$ reflects better than a half-space; at $u=1$ the ratio is still 1.09.

## A conducting oxide at 1 THz

Take $n_e=5\times10^{20}$ cm⁻³, $\mu=40$ cm²/Vs, $m=0.35\,m_e$ and $\epsilon_b=9$. Then

$$\sigma=(5\times10^{26})(1.602\times10^{-19})(4.0\times10^{-3})\ \mathrm{S/m}\simeq3200\ \mathrm{S/cm},$$

and $\tau=\mu m/e=7.96$ fs. At 1 THz, $\omega\tau=0.050$ and $s=5760$, so both conditions hold. The skin depth is 889 nm. The law gives

$$1-R\simeq2\sqrt{2/5760}=0.0373 .$$

With $n=52.32$ and $k=54.91$, formula (1) gives

$$1-R=\frac{4(52.32)}{53.32^2+54.91^2}=0.0357,$$

or $R=0.964$. Integrating the Joule heat over depth also gives 0.0357. The law overstates the loss by 4.3% of its full value. In (2), the interface contributes $-0.0186$ and the term in $\tau-\tau_M$ contributes $-0.0242$, so inertia is already the larger correction. The overstatement is 0.8% at 0.1 THz and reaches 10% at 2.77 THz, although $1/(2\pi\tau)$ is 20 THz.

The material parameters are rough, round values for a heavily doped oxide. The losses just computed assume a sample much thicker than the skin depth. A film of a few hundred nanometres is thinner than that, and it loses more even when it transmits very little. For 200 nm on a substrate of index 2, $y\simeq24.1$, and (3) gives $R=(25.1/27.1)^2\simeq0.858$, in agreement with the full two-interface calculation. The loss is 0.142, 3.97 times that of the half-space; 0.131 is absorbed and 0.011 enters the substrate. The best reflecting film is 1420 nm thick, with 0.930 of the bulk loss. The simple ratio puts this minimum at 1400 nm and 0.917, having dropped terms of relative order $\omega\tau$ and $n_s/|N|$. From 2220 nm upward, over the scanned range to 10 µm, the loss stays within 1% of bulk. These thicknesses hold for this conductivity, substrate and frequency.

The effects and parameter changes listed here matter much less than the finite thickness of the 200 nm film:

- The mean free path is 6.5 nm, or 0.007 of the skin depth, which supports the local current law. At 300 K, $k_BT$ is 0.04 of the Fermi energy, so the carriers are degenerate.
- Mild backscattering, $b=-0.2$ (labelled c in the numerical output) at fixed $\sigma$ and $\tau$, raises the loss by 0.6%; strong backscattering, $b=-0.75$, raises it by about 6%. A 20% heavier mass at fixed density and mobility lowers it by 0.5%.
- A 10% fall in mobility at fixed density and mass raises the loss by 5.6%, mostly through $\sigma^{-1/2}$.
- A model lattice resonance at 10 THz, with the static permittivity set to the same value 9, changes the loss at 1 THz by less than 0.001%. It shifts the lattice permittivity there by only about 0.1 in magnitude, which is tiny beside the carrier term $s=5760$ in $N^2$. Near the resonance the lattice permittivity varies strongly, but in this model the loss changes by only about 1% at 10 THz and about 3% at 11 THz, because the carrier term remains much larger.

## Computed results

```
carrier density = 5.0e+20 cm^-3
mobility = 40 cm2/Vs
effective mass = 0.35 m_e
lattice permittivity = 9.0, substrate index = 2.0
dc conductivity = 3204 S/cm
scattering time = 7.96 fs
1/(2 pi tau) = 20.0 THz
dielectric time eps_b*eps0/sigma0 = 0.249 fs
example frequency = 1.0 THz
omega*tau = 0.0500
s = sigma0/(eps0 omega) = 5760
index N: n = 52.32, k = 54.91
skin depth delta = 889 nm
R by the law = 0.96273, R in full = 0.96428
Joule heat fraction = 0.03572
correction terms: -A/2 = -0.0186, A^2/8 = 0.00017
correction -omega(tau-tau_M)/2 = -0.0242
frequency THz | law 1-R | full 1-R | corrected 1-R | law/full
  0.1 | 0.01179 | 0.01169 | 0.01169 | 1.0083
  0.3 | 0.02041 | 0.02006 | 0.02006 | 1.0175
  1.0 | 0.03727 | 0.03572 | 0.03568 | 1.0432
  3.0 | 0.06455 | 0.05830 | 0.05781 | 1.1072
 10.0 | 0.11785 | 0.08978 | 0.08256 | 1.3127
law overstates 1-R by 10% at 2.77 THz
clean metal: omega*tau = 50, omega_p*tau = 10000
clean metal: full 1-R = 2.000e-04, law = 2.000e-03
poor conductor 0.1 S/cm at 1 THz: full 1-R = 0.750, law = 6.67
film thickness nm | R | T | absorbed (on substrate, 1 THz)
  200 | 0.85800 | 0.01087 | 0.13113
  500 | 0.93727 | 0.00197 | 0.06076
 1000 | 0.96356 | 0.00047 | 0.03597
 2000 | 0.96515 | 0.00005 | 0.03479
 5000 | 0.96428 | 0.00000 | 0.03572
thin-sheet formula at 200 nm: R = 0.85806
200 nm film: (1-R)/(bulk 1-R) = 3.97
best reflecting film: 1420 nm, (1-R)/(bulk 1-R) = 0.930
1-R stays within 1% of bulk from 2220 nm upward
mean free path = 6.46 nm, over delta = 0.0073
Fermi energy = 0.656 eV, k_F * path = 15.9
kT/E_F at 300 K = 0.0394
lattice model: eps_inf 4, strength 5, resonance 10 THz, damping 2 THz
change of 1-R by lattice absorption = -0.000 %
change by backscattering c = -0.2: +0.60 %
change by 20% heavier mass, same mobility = -0.49 %
change by 10% lower mobility = +5.57 %
```
